# Quarter-Power Oxygen Law for Holes in Acceptor-Doped Perovskites, part 2

How does the hole concentration in an acceptor-doped perovskite depend on the oxygen pressure \(P\) at which the crystal was equilibrated? Filling an oxygen vacancy from O\(_2\) gas creates two holes. The model assumes equilibrium with the gas and dilute defects that interact only through overall neutrality.

Concentrations are in cm\(^{-3}\): \(V\) for vacancies, all of charge \(+2e\) with \(e>0\); \(p\) for free holes; \(n\) for free electrons; \(N_O\) for oxygen sites; and \(A=A^-+A^0\) for acceptors, ionized (charge \(-e\)) and neutral. The reference pressure is \(P_0=760\) Torr, \(T\) is the temperature and \(k\) is Boltzmann's constant.

Mass action and neutrality read

\[
\frac{p^2}{V}=K_{ox}\left(\frac P{P_0}\right)^{1/2},\qquad 2V+p=n+A^-,
\]

with

\[
K_{ox}=\frac{N_v^2}{N_O}\,e^{-\Delta G_{ox}/kT},
\]

where \(\Delta G_{ox}\) is the oxidation free energy. In the pinned regime the dopants fix \(V\simeq A/2\), and \(p\) follows the quarter-power law \(p_*=(K_{ox}A/2)^{1/2}(P/P_0)^{1/4}\).

The valence band has its top at \(E_v\) and the effective density of states \(N_v=2(2\pi mkT/h^2)^{3/2}\), where \(m\) is the band mass; everywhere below, \(m\) is the exponent. The conduction band has the effective density of states \(N_c\), and the gap is \(E_g\). The acceptor level is \(E_A\), and a neutral acceptor has \(g\) equivalent states.

**Lemma 4.** *For dilute carriers, \(pn=K_i\) and \(A^-=AK_A/(K_A+p)\), where \(K_i\) and \(K_A\) depend on temperature alone.* Here \(K_i=N_vN_ce^{-E_g/kT}\) and

\[
K_A=\frac{N_v}{g}e^{-(E_A-E_v)/kT}.
\]

The statement to be proved is this.

**Proposition: the local exponent.** *Let \(f=A^0/A=p/(K_A+p)\). At fixed temperature*

\[
m\equiv\frac{d\ln p}{d\ln P}=\frac{V}{4V+p+n+A^-f}.
\]

**Proof.** Let a prime denote \(d/d\ln P\). The logarithm of mass action, differentiated, gives

\[
2m=\frac12+\frac{V'}{V}.
\]

By definition \(p'=mp\). Since \(n=K_i/p\), \(n'=-mn\). For the acceptors,

\[
(A^-)'=-\frac{AK_A}{(K_A+p)^2}\,mp=-A^-f\,m .
\]

Differentiating \(2V=A^--p+n\) gives \(2V'=-m(A^-f+p+n)\). Hence

\[
2m=\frac12-\frac{m\,(p+n+A^-f)}{2V}.
\]

Multiplying by \(2V\) and collecting \(m\) gives \(m(4V+p+n+A^-f)=V\). \(\square\)

**Limits.** If \(p+n+A^-f\ll4V\), then \(m=1/4\). Every correction term is positive, so in this model the exponent never exceeds \(1/4\).

If electrons balance the vacancies, \(n\simeq2V\) with the other terms small, then \(m=V/(4V+2V)=1/6\).

If most acceptors are neutral, \(f\simeq1\), but the ionized remainder still balances the vacancies, \(A^-\simeq2V\), then again \(m=1/6\). This requires \(p\gg K_A\) and \(p\ll A^-\simeq AK_A/p\), that is \(K_A\ll p\ll\sqrt{AK_A}\). A dopant that changes its valence can thus break the quarter-power law even though its total concentration is fixed.

If the acceptors stay ionized and holes take over the compensation, \(V\) becomes small compared with \(p\) and \(m\) tends to zero.

### Corollary: where electrons overtake holes

*In the pinned regime \(p=n\) at*

\[
P_{min}=P_0\left(\frac{K_i}{K_{ox}A/2}\right)^2 .
\]

**Proof.** At \(p=n\), \(p^2=K_i\). The law gives \(p^2=(K_{ox}A/2)(P/P_0)^{1/2}\). Equate the two and square. \(\square\)

The sum \(p+K_i/p\) is smallest at the same point, since its derivative \(1-K_i/p^2\) vanishes there. Below \(P_{min}\) the holes are outnumbered, but \(p\propto P^{1/4}\) survives as long as \(n\ll A\), and then \(n=K_i/p\propto P^{-1/4}\).

### Worked case at 1000 K

The inputs are round values in the rough regime of acceptor-doped barium titanate: \(A=10^{19}\) cm\(^{-3}\), \(N_O=4.687\times10^{22}\) cm\(^{-3}\) (three sites per cubic cell of edge 0.40 nm), a band mass of 3 electron masses, \(\Delta G_{ox}=0.90\) eV, \(E_g=2.60\) eV, \(E_A-E_v=0.50\) eV and \(g=2\). With \(kT=0.08617\) eV the mass gives \(N_v=N_c=7.935\times10^{20}\) cm\(^{-3}\). Then

\[
K_{ox}=\frac{(7.935\times10^{20})^2}{4.687\times10^{22}}\,e^{-0.90/0.08617}=3.91\times10^{14}\ \mathrm{cm^{-3}},
\]

and at 760 Torr

\[
p_*=\sqrt{3.912\times10^{14}\times5\times10^{18}}=4.42\times10^{16}\ \mathrm{cm^{-3}}.
\]

In air \(P=159.6\) Torr, and the factor \((159.6/760)^{1/4}=0.677\) gives \(p_*=2.99\times10^{16}\) cm\(^{-3}\). The full values below come from solving neutrality for the Fermi level, trapping included, and the exponents from numerical differentiation of those solutions.

| \(P\) (Torr) | \(p_*\) (cm\(^{-3}\)) | full \(p\) (cm\(^{-3}\)) | \(m\) |
|---|---|---|---|
| 0.01 | \(2.66\times10^{15}\) | \(2.66\times10^{15}\) | 0.250 |
| 1 | \(8.42\times10^{15}\) | \(8.39\times10^{15}\) | 0.249 |
| 159.6 | \(2.99\times10^{16}\) | \(2.95\times10^{16}\) | 0.247 |
| 760 | \(4.42\times10^{16}\) | \(4.34\times10^{16}\) | 0.245 |

The proposition explains the decline of \(m\). In air \(f=0.024\), so \(A^-f=2.3\times10^{17}\) cm\(^{-3}\), several times the free-hole concentration. With \(V=4.865\times10^{18}\) cm\(^{-3}\),

\[
m=\frac{4.865}{4(4.865)+0.03+0.23}=0.247 .
\]

Going from air to 1 Torr lowers \(p\) by the factor \(159.6^{1/4}=3.55\) according to the law, and by 3.52 in the full solution.

With \(K_i=4.963\times10^{28}\) cm\(^{-6}\), the crossover is at

\[
P_{min}=760\left(\frac{4.963\times10^{28}}{1.956\times10^{33}}\right)^2=4.9\times10^{-7}\ \mathrm{Torr}.
\]

A numerical search for the minimum of \(p+n\) gives the same value to two digits. At \(10^{-12}\) Torr, \(n=5.9\times10^{15}\) cm\(^{-3}\) far exceeds \(p=8.4\times10^{12}\) cm\(^{-3}\), and the exponents are still \(+0.250\) for holes and \(-0.250\) for electrons.

Both 1/6 limits were tested with the same \(K_{ox}\). An acceptor level at 1.5 eV gives \(m=0.1665\) at 1 Torr. Fully ionized acceptors at \(10^{15}\) cm\(^{-3}\) and a formal pressure of \(10^{-19}\) Torr give 0.1667.

**A test by counting.** Mass action can be tested without chemical potentials. Take a closed box with \(3\times10^9\) oxygen sites, \(2\times10^9\) localized hole states and \(10^6\) ionized acceptors. Let each pair of holes cost \(15.7\,kT\), and let the one-molecule partition function be \(10^8\). With no vacancies the box holds \(10^6\), \(10^7\) or \(10^8\) molecules, and every two vacancies release one more. Summing the statistical weights of all vacancy numbers gives the mean hole number. Its exponent against the mean number of molecules, at fixed gas volume, is 0.2492 between the first and last cases. The proposition predicts a value slightly below \(1/4\), because holes use up a small part of the vacancies.

### Effects left out of the law

**Statistics and site filling.** Fermi statistics lowers \(p\) in air by about 0.001%, and vacancies fill 0.01% of the oxygen sites. If a vacancy binds one electron by 0.30 eV, the ratio of singly to doubly charged vacancies is \(2(n/N_c)e^{0.30/0.08617}\), about \(10^{-7}\) in air and \(5\times10^{-4}\) at \(10^{-12}\) Torr.

**Screening.** A charge \(ze\) attracts a cloud of opposite charge. For weak potentials \(\varphi\), species with charges \(z_ie\) and concentrations \(c_i\) have the charge density \(-\sum_i c_iz_i^2e^2\varphi/kT\). Poisson's equation then reads \(\nabla^2\varphi=\varphi/\lambda^2\), with \(\lambda^{-2}=e^2\sum_i c_iz_i^2/(\epsilon kT)\) and \(\epsilon\) the permittivity. Its solution is \(\varphi=ze\,e^{-r/\lambda}/(4\pi\epsilon r)\), so the cloud contributes \(-ze/(4\pi\epsilon\lambda)\) at the center. Building up the charge gradually gives half the product of charge and potential, \(-z^2u\) with \(u=e^2/(8\pi\epsilon\lambda)\).

Two holes gain \(2u\) and a vacancy gains \(4u\), so \(p^2/V\) is multiplied by \(e^{-2u/kT}\) and \(p\) by \(e^{-u/kT}\). Take a rough relative permittivity of 250. If the ionized acceptors are counted in the sum, as though they could rearrange, \(\lambda=6.4\) nm and \(p\) falls by 0.5%. If they stay in place, only vacancies and carriers form the cloud. It then has \(\lambda=7.8\) nm and by itself lowers \(p\) by 0.4%. This figure leaves out the uneven potential of the fixed acceptors. For random positions its variance, in units of \((kT/e)^2\), is \(\sigma^2=A\int(\ell e^{-r/\lambda}/r)^2d^3r=2\pi A\ell^2\lambda\), with \(\ell=e^2/(4\pi\epsilon kT)=0.067\) nm. A species of charge \(ze\) gains the factor \(e^{z^2\sigma^2/2}\), so \(p^2/V\) is multiplied by \(e^{-\sigma^2}\) and \(p\) by \(e^{-\sigma^2/2}\), a further 0.1%. The total is again about 0.5%. While \(V\) and \(A\) are pinned, \(\lambda\) hardly depends on \(P\), and neither do these corrections.

**Pairing.** An acceptor on the titanium site has six oxygen neighbors. If a vacancy there is bound by \(E_b=0.30\) eV, the paired fraction \(x\) of vacancies obeys

\[
\frac{x}{1-x}=\frac{6A(1-x/2)}{N_O}\,e^{E_b/kT},
\]

where \(A(1-x/2)\) is the concentration of unpaired acceptors for \(V=A/2\). At 1000 K, \(x=0.039\). Free vacancies enter mass action, so \(p\) falls by \(1-\sqrt{1-x}=2.0\%\). While \(V=A/2\) is pinned, \(x\) does not contain \(P\) and the exponent is unchanged. With trapping included, pairs unable to trap holes and the neighbor sites counted apart from the free ones, the drop in air is 1.8% and the exponent moves from 0.2467 to 0.2469.

### Conductivity

Vacancies carry current too. For a rough diffusivity \(D=3\times10^{-6}\) cm\(^2\)/s, the Nernst–Einstein relation gives their mobility as \(2eD/kT=7.0\times10^{-5}\) cm\(^2\)/Vs. The ionic conductivity is then \(1.1\times10^{-4}\) S/cm. Holes with a mobility of 0.30 cm\(^2\)/Vs contribute \(1.42\times10^{-3}\) S/cm in air.

Because the ionic part is nearly constant, it dilutes the exponent. The total conductivity has the exponent 0.229 in air and 0.195 at 1 Torr, although the holes themselves stay within 2% of \(1/4\). A measured slope below \(1/4\) is therefore not by itself evidence against the law. In the pinned regime, with electrons negligible and mobilities constant, the total should be fitted by \(a+bP^{1/4}\).

### From the furnace to the device

Let oxygen exchange stop at 1000 K and the crystal cool to 400 K. The vacancies are then frozen, and the stored holes \(s=A-2V=2.70\times10^{17}\) cm\(^{-3}\) from the air anneal redistribute between the band and the acceptors. At 400 K, \(K_A=5.03\times10^{13}\) cm\(^{-3}\), and nearly all stored holes are trapped. Lemma 4 with \(A^0\simeq s\) gives

\[
p\simeq K_A\frac{s}{A-s}=5.03\times10^{13}\times\frac{0.270}{9.73}=1.40\times10^{12}\ \mathrm{cm^{-3}}.
\]

This is about \(2\times10^4\) times less than during the anneal. The numerical solution gives an exponent of 0.248 with respect to the annealing pressure, so the furnace atmosphere leaves its mark on the cold crystal. If ions can still rearrange locally, 82% of the vacancies are paired at 400 K. That removes about 40% of the acceptors from the list of traps, if pairs cannot trap holes, and raises \(p\) by a factor of about 1.7. This count allows one vacancy per acceptor; if all six neighbor sites bind independently, the factor is about 1.6.

In real barium titanate components the assumption of equilibrium with the gas fails at the temperature of use, and in the estimate above the trapping of holes during cooling lowers their free concentration by about four orders of magnitude. That figure belongs to the assumed level of 0.50 eV: the same estimate gives a factor of \(3\times10^2\) for 0.3 eV, \(4\times10^6\) for 0.8 eV and \(1\times10^8\) for 1.0 eV. The energies are the least certain inputs. Since \(p_*\propto e^{-\Delta G_{ox}/2kT}\), an error of 0.1 eV in \(\Delta G_{ox}\) changes \(p_*\) at 1000 K by a factor of 1.8, while the full exponent in air stays between 0.244 and 0.248. The acceptor level matters more for the exponent. At \(E_A-E_v=0.8\) eV, 39% of the acceptors are neutral in air and \(m=0.209\); at 1.0 eV, 79% are neutral, \(m=0.178\) and \(p_*\) is too large by a factor of 2.2. The agreement in the table therefore depends on the shallow level assumed there. Iron and manganese can change valence, so a single acceptor level may not describe them. Leakage current also depends on electrodes and grain boundaries, which this bulk model omits. Within the model, a lower oxygen pressure during the anneal always reduces \(s=A^0+p-n\), because \(p\) rises with \(P\). It vanishes where \(p(1+A/K_A)\simeq n\), at \(P_{min}/(1+A/K_A)^2=5.6\times10^{-9}\) Torr for the worked case, and below that pressure the crystal stores electrons. The cold hole concentration follows the quarter power only if the acceptors stay mostly ionized during the anneal and \(P\) stays well above \(P_{min}\). The numerical output follows.

## Computed values

```
Annealing temperature: 1000 K; kT: 0.08617 eV
Acceptors A: 1.00e+19 cm^-3; A/2: 5.00e+18 cm^-3
Cell edge: 0.40 nm; oxygen sites: 4.687e+22 cm^-3
Band mass: 3.0 m_e; Nv = Nc: 7.935e+20 cm^-3
Oxidation free energy: 0.90 eV; gap: 2.60 eV
K_ox: 3.912e+14 cm^-3; K_i: 4.963e+28 cm^-6
Reference pressure P0: 760.0 Torr
Acceptor level: 0.50 eV; neutral degeneracy: 2
Trap constant K_A at anneal: 1.199e+18 cm^-3
P 0.01 Torr: p law 2.664e+15, full 2.661e+15 cm^-3, exponent 0.2497
P 1 Torr: p law 8.423e+15, full 8.391e+15 cm^-3, exponent 0.2490
P 159.6 Torr: p law 2.994e+16, full 2.953e+16 cm^-3, exponent 0.2467
P 760 Torr: p law 4.423e+16, full 4.335e+16 cm^-3, exponent 0.2451
Hole ratio air/1 Torr: law 3.554, full 3.520
In air: n 1.680e+12, V 4.8650e+18 cm^-3
Closed-box exponent from explicit sum: 0.2492
Exponent, electrons balance vacancies: 0.1667
Exponent, 1.5 eV acceptor at 1 Torr: 0.1665
P_min: law 4.892e-07, full 4.893e-07 Torr
At 1e-12 Torr: p 8.426e+12, n 5.890e+15 cm^-3
Exponents there: p 0.2499, n -0.2499
Neutral acceptors in air: 2.40 %
Fermi degeneracy lowers p by: 0.00132 %
Vacancy site occupation: 0.0104 %
Relative permittivity: 250; Debye length: 6.38 nm
Debye-Hueckel lowers p by: 0.52 %
Pair binding: 0.30 eV
Vacancies paired at anneal: 3.92 %
Pairing lowers p by: 1.98 %
Vacancy electron binding: 0.30 eV
Singly/doubly charged vacancies: 1.38e-07
Hole mobility: 0.30 cm2/Vs
Vacancy diffusivity: 3.0e-06 cm2/s
Vacancy mobility: 6.963e-05 cm2/Vs
Hole conductivity in air: 1.420e-03 S/cm
Ionic conductivity: 1.116e-04 S/cm
Total-conductivity exponent in air: 0.2287
Total-conductivity exponent, 1 Torr: 0.1950
Use temperature: 400 K; K_A: 5.034e+13 cm^-3
Stored holes after air anneal: 2.700e+17 cm^-3
Free holes at use, no pairing: 1.397e+12 cm^-3
Their annealing-pressure exponent: 0.2481
Vacancies paired at use: 81.98 %
Hole factor at use if pairs cannot trap: 1.695
```
